\section*{Thouless' theorem: single excitations in the exponential ansatz}

\section{Thouless' theorem}

Stretch the hydrogen molecule to 2.0 angstrom and describe it in the minimal STO-3G basis. The restricted Hartree--Fock determinant, with both electrons in the bonding orbital $g$, has energy $-0.7838$ hartree. The unrestricted determinant, whose two electrons may occupy different spatial orbitals, has energy $-0.9372$ hartree. Written in terms of $g$ and the antibonding orbital $u$, and scaled so that the restricted determinant has coefficient 1, the unrestricted one contains two single excitations with coefficients $0.7890$ and $-0.7890$, and a double excitation with coefficient $-0.6225$. The last number is the product of the other two. Why should four determinants with these coefficients add up to a single determinant, and why do the single excitations fix the double one?

\subsection{Conventions and statement}

Take $M$ orthonormal spin orbitals $\phi_p$, with $M$ finite. Their creation and annihilation operators obey
\begin{equation}
\{a_p,a_q^\dagger\}=\delta_{pq},\qquad \{a_p^\dagger,a_q^\dagger\}=\{a_p,a_q\}=0 .
\label{eq:car}
\end{equation}
The first $N$ spin orbitals, labelled $i,j$, are occupied in the reference determinant; the others, labelled $a,b$, are virtual. The reference and the single-excitation operator are
\begin{equation}
|\Phi\rangle=a_1^\dagger a_2^\dagger\cdots a_N^\dagger|\mathrm{vac}\rangle,\qquad
T_1=\sum_{ai}t_i^a\,a_a^\dagger a_i .
\label{eq:def}
\end{equation}
The amplitudes $t_i^a$ are arbitrary complex numbers. They form a matrix $t$ with $M-N$ rows and $N$ columns, $t_{ai}=t_i^a$.

The theorem has two parts. First,
\begin{equation}
e^{T_1}|\Phi\rangle=c_1^\dagger\cdots c_N^\dagger|\mathrm{vac}\rangle,\qquad
c_i^\dagger=a_i^\dagger+\sum_a t_i^a a_a^\dagger ,
\label{eq:A}
\end{equation}
which is the determinant of the orbitals $\psi_i=\phi_i+\sum_a t_i^a\phi_a$. Second, every determinant $|\Psi\rangle$ with $\langle\Phi|\Psi\rangle\neq0$ can be written as
\begin{equation}
|\Psi\rangle=\langle\Phi|\Psi\rangle\,e^{T_1}|\Phi\rangle
\label{eq:B}
\end{equation}
with one and only one set of amplitudes. The factor $\langle\Phi|\Psi\rangle$ is needed because $e^{T_1}|\Phi\rangle$ has overlap 1 with $|\Phi\rangle$, as shown below.

\subsection{The exponential changes the orbitals}

For any spin orbital $p$,
\begin{align}
[a_a^\dagger a_i,a_p^\dagger]
&=a_a^\dagger a_i a_p^\dagger-a_p^\dagger a_a^\dagger a_i \notag\\
&=a_a^\dagger a_i a_p^\dagger+a_a^\dagger a_p^\dagger a_i
=a_a^\dagger\{a_i,a_p^\dagger\}=\delta_{ip}\,a_a^\dagger .
\label{eq:comm}
\end{align}
The second line uses $a_p^\dagger a_a^\dagger=-a_a^\dagger a_p^\dagger$. Multiplying by the amplitudes and summing gives
\begin{equation}
[T_1,a_i^\dagger]=\sum_a t_i^a a_a^\dagger,\qquad [T_1,a_a^\dagger]=0 .
\label{eq:T1comm}
\end{equation}
The second commutator vanishes because $T_1$ annihilates only occupied orbitals, and no occupied index equals a virtual one.

Now define $F_i(s)=e^{sT_1}a_i^\dagger e^{-sT_1}$. Since $T_1$ commutes with its own exponential,
\begin{equation}
\frac{dF_i}{ds}=e^{sT_1}[T_1,a_i^\dagger]e^{-sT_1}
=\sum_a t_i^a\,e^{sT_1}a_a^\dagger e^{-sT_1}
=\sum_a t_i^a a_a^\dagger .
\label{eq:flow}
\end{equation}
The last equality holds because $a_a^\dagger$ commutes with $T_1$ and hence with $e^{sT_1}$. The derivative does not depend on $s$. Integrating from $F_i(0)=a_i^\dagger$ to $s=1$ gives
\begin{equation}
e^{T_1}a_i^\dagger e^{-T_1}=a_i^\dagger+\sum_a t_i^a a_a^\dagger=c_i^\dagger .
\label{eq:transform}
\end{equation}
No approximation for small amplitudes has been made.

The vacuum contains no electron to annihilate, so $T_1|\mathrm{vac}\rangle=0$ and $e^{T_1}|\mathrm{vac}\rangle=|\mathrm{vac}\rangle$. Inserting $e^{-T_1}e^{T_1}=1$ after each creation operator of the reference gives
\begin{align}
e^{T_1}|\Phi\rangle
&=(e^{T_1}a_1^\dagger e^{-T_1})\cdots(e^{T_1}a_N^\dagger e^{-T_1})\,e^{T_1}|\mathrm{vac}\rangle \notag\\
&=c_1^\dagger\cdots c_N^\dagger|\mathrm{vac}\rangle .
\label{eq:proofA}
\end{align}
This proves Eq.~\eqref{eq:A}. In coordinates the state is $(N!)^{-1/2}\det[\psi_i(x_k)]$: this holds for strings of the basis operators $a_p^\dagger$, and both the operator product and the determinant are linear in each orbital.

\subsection{Overlaps, norm and coefficients}

Let $|\chi_1\cdots\chi_N\rangle$ and $|\eta_1\cdots\eta_N\rangle$ be determinants of any orbitals, each with the prefactor $(N!)^{-1/2}$. Expanding both over permutations $P$ and $Q$ gives
\begin{align}
\langle\chi_1\cdots\chi_N|\eta_1\cdots\eta_N\rangle
&=\frac1{N!}\sum_{P,Q}\operatorname{sgn}(P)\operatorname{sgn}(Q)
\prod_k\langle\chi_{P(k)}|\eta_{Q(k)}\rangle \notag\\
&=\sum_R\operatorname{sgn}(R)\prod_l\langle\chi_l|\eta_{R(l)}\rangle
=\det\langle\chi_i|\eta_j\rangle .
\label{eq:overlap}
\end{align}
For the second line, set $l=P(k)$ and $R=QP^{-1}$. Then $\operatorname{sgn}(R)=\operatorname{sgn}(P)\operatorname{sgn}(Q)$, and each $R$ arises from $N!$ pairs $(P,Q)$, which cancels the prefactor.

Since $\langle\phi_i|\psi_j\rangle=\delta_{ij}$, Eq.~\eqref{eq:overlap} gives
\begin{equation}
\langle\Phi|e^{T_1}\Phi\rangle=1 .
\label{eq:intermediate}
\end{equation}
The new orbitals are linearly independent, because their occupied parts are the different $\phi_i$. They are in general neither normalized nor orthogonal:
\begin{equation}
\langle\psi_i|\psi_j\rangle=\delta_{ij}+\sum_a (t_i^a)^*t_j^a=(1+t^\dagger t)_{ij}.
\end{equation}
Therefore
\begin{equation}
\|e^{T_1}\Phi\|^2=\det(1+t^\dagger t)\ge1 .
\label{eq:norm}
\end{equation}
The bound follows because the eigenvalues of $t^\dagger t$ are not negative. The operator $e^{T_1}$ is thus not unitary for $t\neq0$: it lengthens the reference.

The same overlap formula gives the coefficients of the excited determinants. Let $|\Phi_i^a\rangle=a_a^\dagger a_i|\Phi\rangle$. By Eq.~\eqref{eq:comm} this is the reference with $\phi_i$ replaced by $\phi_a$ in the same position. In $|\Phi_{ij}^{ab}\rangle$, with $i\neq j$ and $a\neq b$, $\phi_j$ is also replaced by $\phi_b$. The overlap matrix with the $\psi_l$ has unit rows for all unreplaced orbitals, while the row of $\phi_a$ has entries $\langle\phi_a|\psi_l\rangle=t_l^a$. Expanding the determinant along the unit rows leaves
\begin{align}
\langle\Phi_i^a|e^{T_1}\Phi\rangle&=t_i^a, \label{eq:singles}\\
\langle\Phi_{ij}^{ab}|e^{T_1}\Phi\rangle&=
\begin{vmatrix}t_i^a&t_j^a\\ t_i^b&t_j^b\end{vmatrix}
=t_i^at_j^b-t_j^at_i^b . \label{eq:doubles}
\end{align}
The double excitations come from $\tfrac12T_1^2$ in the exponential series. They describe two electrons that each change orbital independently, with the minus sign required by antisymmetry. They do not take the state beyond a single determinant. If the amplitudes break a symmetry of the reference, that determinant can still recover part of the correlation energy as measured from the restricted reference; the hydrogen example below shows this.

\subsection{Every determinant with nonzero overlap}

Let a general determinant be
\begin{equation}
|\Psi\rangle=b_1^\dagger\cdots b_N^\dagger|\mathrm{vac}\rangle,\qquad
b_j^\dagger=\sum_p a_p^\dagger C_{pj},\qquad
C=\begin{pmatrix}C_{\rm occ}\\ C_{\rm vir}\end{pmatrix}.
\label{eq:general}
\end{equation}
The block $C_{\rm occ}$ contains the $N$ occupied rows and is square. Its orbitals need not be orthonormal. The overlap of $\phi_i$ with orbital $j$ is $C_{ij}$, so Eq.~\eqref{eq:overlap} yields
\begin{equation}
\langle\Phi|\Psi\rangle=\det C_{\rm occ}.
\label{eq:detCocc}
\end{equation}
A nonzero overlap is therefore the same condition as an invertible $C_{\rm occ}$.

Mix the orbitals among themselves with an $N\times N$ matrix $X$, so that $\tilde b_j^\dagger=\sum_k b_k^\dagger X_{kj}$. Then
\begin{align}
\tilde b_1^\dagger\cdots\tilde b_N^\dagger|\mathrm{vac}\rangle
&=\sum_{k_1\ldots k_N}X_{k_11}\cdots X_{k_NN}\,
b_{k_1}^\dagger\cdots b_{k_N}^\dagger|\mathrm{vac}\rangle \notag\\
&=\det(X)\,|\Psi\rangle .
\label{eq:mix}
\end{align}
Terms with a repeated index vanish, since the creation operators anticommute. In the others the indices are a permutation of $1,\ldots,N$, and restoring the order gives its sign; the sum is the definition of $\det X$.

Choose $X=C_{\rm occ}^{-1}$. The coefficient matrix becomes
\begin{equation}
CX=\begin{pmatrix}1\\ t\end{pmatrix},\qquad t=C_{\rm vir}C_{\rm occ}^{-1}.
\label{eq:t}
\end{equation}
These are the coefficients of the orbitals $\psi_i$ in Eq.~\eqref{eq:A}. Hence Eq.~\eqref{eq:mix} reads $e^{T_1}|\Phi\rangle=|\Psi\rangle/\det C_{\rm occ}$, and with Eq.~\eqref{eq:detCocc} this is Eq.~\eqref{eq:B}.

The amplitudes are unique, because projecting Eq.~\eqref{eq:B} on a single excitation and using Eq.~\eqref{eq:singles} gives
\begin{equation}
t_i^a=\frac{\langle\Phi_i^a|\Psi\rangle}{\langle\Phi|\Psi\rangle}.
\label{eq:unique}
\end{equation}
This answers the opening question. Once the coefficients of the reference and of the single excitations are known, a determinant has no freedom left, and Eq.~\eqref{eq:doubles} fixes its double excitations. It also shows what the exponential does that a linear ansatz cannot. If $(1+T_1)|\Phi\rangle$ is a determinant, it must equal $e^{T_1}|\Phi\rangle$, since both have the same reference and single-excitation coefficients. This requires all the double-excitation coefficients in Eq.~\eqref{eq:doubles} to vanish.

\subsection{Determinants orthogonal to the reference}

By Eq.~\eqref{eq:intermediate}, no finite $t$ gives a determinant orthogonal to $|\Phi\rangle$. For such a determinant $C_{\rm occ}$ is singular. There is then a nonzero vector $v$ with $C_{\rm occ}v=0$, and the combination of the occupied orbitals of $|\Psi\rangle$ with coefficients $v$ lies wholly in the virtual space. The form $\phi_i+\sum_a t_i^a\phi_a$ cannot supply it, because every nonzero combination of the $\psi_i$ keeps an occupied part.

The orthogonal determinant can still be approached. Replace $C_{\rm occ}$ by $C_{\rm occ}+\varepsilon 1$ and call the resulting determinant $|\Psi_\varepsilon\rangle$. The function $\det(C_{\rm occ}+\varepsilon1)$ is a polynomial in $\varepsilon$ with leading term $\varepsilon^N$. It has finitely many zeros, so it is nonzero for all sufficiently small $\varepsilon\neq0$, and Eq.~\eqref{eq:B} applies. The coefficients of $|\Psi_\varepsilon\rangle$ are also polynomials in $\varepsilon$, so $|\Psi_\varepsilon\rangle\to|\Psi\rangle$. Thus $|\Psi\rangle$, once normalized, is a limit of normalized states $e^{T_1}|\Phi\rangle$, each multiplied by a suitable phase factor.

The price is seen by taking the squared norm of Eq.~\eqref{eq:B} for a normalized determinant:
\begin{equation}
\det(1+t^\dagger t)=\frac1{|\langle\Phi|\Psi\rangle|^2}.
\label{eq:price}
\end{equation}
As the overlap tends to zero, the left side diverges, and so must the largest eigenvalue of $t^\dagger t$. Conversely, $\det(1+t^\dagger t)$ is a product of factors $1+\lambda$ with $\lambda\ge0$ the eigenvalues of $t^\dagger t$, so it is at least one plus the largest of them. Large single-excitation amplitudes thus mean that the reference has a small overlap with the determinant $e^{T_1}|\Phi\rangle$ once that determinant is normalized.

\subsection{Stretched hydrogen}

For the molecule of the opening paragraph, order the four spin orbitals as $g\alpha,g\beta,u\alpha,u\beta$. The first two are occupied in the reference. Choose the signs of $g$ and $u$ so that both are positive on atom 1; by symmetry, $u$ is then negative on atom 2. The unrestricted self-consistent calculation was started with the $\alpha$ electron on atom 1 and the $\beta$ electron on atom 2. It converged to
\begin{equation}
\psi_\alpha=0.78507\,g+0.61941\,u,\qquad
\psi_\beta=0.78507\,g-0.61941\,u .
\end{equation}
The $\alpha$ orbital leans towards atom 1 and the $\beta$ orbital towards atom 2. Both blocks of $C$ are diagonal, and Eq.~\eqref{eq:t} gives
\begin{equation}
t_\alpha=\frac{0.61941}{0.78507}=0.7890,\qquad t_\beta=-0.7890 .
\end{equation}
The amplitudes that would flip a spin are zero, so the second product in Eq.~\eqref{eq:doubles} is absent. With $t=t_\alpha$,
\begin{equation}
e^{T_1}|\Phi\rangle=|g\alpha\,g\beta\rangle
+t\bigl(|u\alpha\,g\beta\rangle-|g\alpha\,u\beta\rangle\bigr)
-t^2|u\alpha\,u\beta\rangle ,
\label{eq:h2}
\end{equation}
and $-t^2=-0.6225$. The squared norm is $(1+t^2)^2=2.63$. The overlap of the two normalized Hartree--Fock determinants is $0.78507^2=0.6163$, and $1/0.6163^2=2.63$, as Eq.~\eqref{eq:price} requires.

The energy expectation value of the state \eqref{eq:h2} is the unrestricted energy, $-0.9372$ hartree, which lies $0.1534$ hartree (4.2 eV) below the restricted one. One can also find it without a self-consistent calculation, by varying $t_\alpha$ and $t_\beta$ directly. A quasi-Newton minimization started at $(0.4,-0.3)$ ends at the same energy. By the theorem, such a search over real amplitudes ranges over all determinants built from one real $\alpha$ orbital and one real $\beta$ orbital that are not orthogonal to the reference; complex orbitals would require complex amplitudes.

The lower energy comes with a broken spin symmetry. In coordinates, the bracket in Eq.~\eqref{eq:h2} is
\begin{equation}
\frac1{\sqrt2}\,[u(1)g(2)-g(1)u(2)]\,[\alpha(1)\beta(2)+\beta(1)\alpha(2)] ,
\end{equation}
whose symmetric spin factor belongs to a triplet, with $S^2=2\hbar^2$. The two closed-shell determinants are singlets. The triplet weight is $2t^2/(1+t^2)^2$, so
\begin{equation}
\langle S^2\rangle=\frac{4t^2}{(1+t^2)^2}\,\hbar^2=0.946\,\hbar^2 .
\end{equation}

Diagonalizing the Hamiltonian among all two-electron determinants of this basis gives $-0.9486$ hartree. The remaining $0.0114$ hartree cannot be gained by this unrestricted determinant and calls for a state beyond $e^{T_1}|\Phi\rangle$, such as one with a double-excitation operator $T_2$ in the exponent. Here $T_2$ changes only the coefficient of $|u\alpha\,u\beta\rangle$. Added to the unrestricted amplitudes it leaves the triplet bracket in place and lowers the energy only to $-0.9374$ hartree. With the single amplitudes set to zero, the singlet $|g\alpha\,g\beta\rangle-0.636\,|u\alpha\,u\beta\rangle$ has the full value $-0.9486$ hartree. The unrestricted determinant thus recovers 93\% of the energy between the restricted and the exact result in this basis, at the cost of spin purity. All these numbers belong to the minimal basis and are far from converged. In the aug-cc-pVTZ basis the restricted, unrestricted and exact energies are $-0.926$, $-1.004$ and $-1.022$ hartree. The gap between restricted and unrestricted falls from $0.153$ to $0.078$ hartree (2.1 eV), the remainder rises from $0.011$ to $0.018$ hartree, $\langle S^2\rangle$ becomes $0.90\,\hbar^2$, and the overlap of the two determinants becomes $0.65$.

The determinant $|u\alpha\,u\beta\rangle$ is orthogonal to the reference. Here $C_{\rm occ}=0$ and $C_{\rm vir}=1$, so the shifted block $\varepsilon1$ gives $t_\alpha=t_\beta=1/\varepsilon$. Writing $\tau$ for this common value, the normalized state has overlap $1/(1+\tau^2)$ with the reference and $\tau^2/(1+\tau^2)$ with $|u\alpha\,u\beta\rangle$. For $\tau=10$ these are $0.0099$ and $0.9901$; for $\tau=100$ they are $0.0001$ and $0.9999$. The doubly excited determinant is approached as closely as desired, but no finite amplitude reaches it.
